# Feynman's smoothed potential and its failure at an oxide wall, part 2

Can classical electrons moving in a smoothed potential replace a solution of the Schrödinger equation across a transistor channel, next to the abrupt gate oxide? Take one particle of mass $m$ in one dimension, in equilibrium at temperature $T$ with Boltzmann statistics. With $\beta=1/kT$, $Z={\rm Tr}\,e^{-\beta H}$ and $F=-kT\ln Z$, Feynman's approximation $Z_F$ obeys
$$Z\ \ge\ Z_F=\frac1\lambda\int d\bar x\;e^{-\beta V_{\rm eff}(\bar x)},\qquad \lambda=\hbar\sqrt{\frac{2\pi}{mkT}},\tag{1}$$
$$V_{\rm eff}(\bar x)=\int dy\,G_a(y)\,V(\bar x+y),\quad G_a(y)=\frac{e^{-y^2/2a^2}}{a\sqrt{2\pi}},\quad a^2=\frac{\hbar^2}{12mkT}.\tag{2}$$

Here $\bar x$ is the centroid (time average) of a closed thermal path $\bar x+y(\tau)$, $0\le\tau\le\beta\hbar$, and $y$ has the distribution $G_a$ at every $\tau$. With $u=\frac1\hbar\int_0^{\beta\hbar}V(\bar x+y(\tau))\,d\tau$, the true weight of a centroid is the path average $\langle e^{-u}\rangle$. Feynman's weight is $w=e^{-\beta V_{\rm eff}}=e^{-\langle u\rangle}$, which is never larger, by Jensen's inequality. For slowly varying $V$,
$$\ln\frac{\langle e^{-u}\rangle}{e^{-\beta V_{\rm eff}}}\simeq\frac12\,\beta^2\,\frac{V''^2}4\,\frac{2a^4}5=\frac{(\beta a^2V'')^2}{20}.\tag{6}$$
The approximation is good if, wherever the electron is likely to be,
$$\beta a^2|V''|\ll1\tag{7}$$
with higher derivatives small in the same sense.

The carrier density $n$, normalized to one particle, and its Feynman counterpart $n_F$ follow from
$$\delta F=\frac1Z\sum_ne^{-\beta E_n}\int|\psi_n|^2\,\delta V\,dx=\int n(x)\,\delta V(x)\,dx ,\tag{8}$$
$$\delta F_F=\frac{\int d\bar x\,w(\bar x)\,\delta V_{\rm eff}(\bar x)}{\int d\bar x\,w(\bar x)}\quad\Rightarrow\quad n_F(x)=\frac{\int d\bar x\,G_a(x-\bar x)\,w(\bar x)}{\int d\bar x\,w(\bar x)}.\tag{9}$$

From here on the coordinate is $z$, with the channel at $z>0$ and the oxide at $z<0$. The excluded length $d$ of a wall is the length by which it shortens a channel of length $L$ in $Z=(L-d)/\lambda$. For an infinitely hard wall, with bulk density $n_0$,
$$\frac{n(z)}{n_0}=1-e^{-2mkTz^2/\hbar^2}=1-e^{-z^2/6a^2}.\tag{10}$$
$$d_\infty=\int_0^\infty e^{-z^2/6a^2}dz=\tfrac12\sqrt{6\pi}\,a=\frac\lambda4=2.17\,a,\tag{11}$$

The functions $\varphi(s)=e^{-s^2/2}/\sqrt{2\pi}$ and $Q(s)=\int_s^\infty\varphi(t)\,dt$ are the normal density and its tail. The example has $m$ equal to 0.3 electron masses, $T=300$ K and barrier height $V_0=3$ eV, so $kT=0.02585$ eV, $V_0/kT=116.0$, $\lambda=7.857$ nm and $a=0.905$ nm.

## 9. A finite step: the true excluded length

Let $V=V_0$ for $z<0$ and zero for $z>0$, with $V_0\gg kT$. States above the barrier carry a weight of order $e^{-V_0/kT}$ and are dropped. Below it, $\psi=\sin(kz+\delta)$ in the channel and $\psi\propto e^{\kappa z}$ in the barrier, where $\kappa^2=k_0^2-k^2$ and $k_0=\sqrt{2mV_0}/\hbar$. Continuity of $\psi'/\psi$ at $z=0$ requires
$$k\cot\delta=\kappa\ \Rightarrow\ \sin\delta=\frac{k}{\sqrt{k^2+\kappa^2}}=\frac k{k_0}\ \Rightarrow\ \frac{d\delta}{dk}=\frac1{\sqrt{k_0^2-k^2}} .$$
Close the channel with a hard wall at $z=L\gg\lambda$. The levels obey $kL+\delta(k)=n\pi$ with $n=1,2,\dots$ The value $n=0$ gives $k=0$ and $\psi=0$, which is no state.

With $f(k)=e^{-\beta\hbar^2k^2/2m}$, which is even in $k$, and $\delta$ odd in $k$, the sum over positive $n$ is half of the sum over all integers minus half of the $n=0$ term. For $L\gg\lambda$ the function varies slowly with $n$, and the full sum may be replaced by an integral:
$$Z=\int_0^\infty\frac{dk}\pi\Big(L+\frac{d\delta}{dk}\Big)f(k)-\frac12 .$$
Since $\int_0^\infty f\,dk/\pi=\sqrt{m/2\pi\beta\hbar^2}=1/\lambda$,
$$Z=\frac1\lambda\Big[L+\Big\langle\frac{d\delta}{dk}\Big\rangle_k-\frac\lambda2\Big],$$
where $\langle\dots\rangle_k$ is the average with weight $f$. Two hard walls would have $\delta=0$ and lose $\lambda/2$ in all, $\lambda/4$ each, as in (11). The step therefore excludes $d=\lambda/4-\langle d\delta/dk\rangle_k$. Expand $d\delta/dk\simeq k_0^{-1}(1+k^2/2k_0^2)$ and use $\langle k^2\rangle_k=mkT/\hbar^2$, so that $\langle k^2\rangle_k/2k_0^2=kT/4V_0$:
$$d\simeq\frac\lambda4-\frac{\hbar}{\sqrt{2mV_0}}\Big(1+\frac{kT}{4V_0}\Big).\tag{12}$$
To leading order the correction is the decay length $1/k_0$ of the wave function in the barrier. Since $\hbar/\sqrt{2mV_0}=a\sqrt{6kT/V_0}$, it equals $0.905\sqrt{6/116.0}=0.206$ nm in the example, and $d=1.964-0.206=1.758$ nm. As $V_0$ grows, $d$ saturates at $\lambda/4$.

## 10. The same step in Feynman's approximation

Smoothing the step gives
$$V_{\rm eff}(z)=V_0\int_{-\infty}^0G_a(x-z)\,dx=V_0\,Q(z/a),\qquad w(z)=e^{-\mu Q(z/a)},\quad \mu=\frac{V_0}{kT}.$$
The excluded length is $d_F=\int_0^\infty(1-w)\,dz-\int_{-\infty}^0w\,dz$. In the second integral $w\le e^{-\mu/2}$; over any barrier thickness of a few nanometres it is negligible for $\mu=116$. With equal steps at both ends of the channel, $Z\ge Z_F$ becomes $L-2d\ge L-2d_F$, so $d_F\ge d$.

For large $\mu$ the centroid density switches on where $\mu Q\approx1$. Integration by parts gives
$$Q(s)=\int_s^\infty\frac1t\,\big[t\varphi(t)\big]dt=\frac{\varphi(s)}s-\int_s^\infty\frac{\varphi(t)}{t^2}dt,$$
and the last term is smaller than $Q/s^2$. So $Q\simeq\varphi(s)/s$ for large $s$, and $\mu Q(s)=1$ becomes $s^2/2+\ln(s\sqrt{2\pi})\simeq\ln\mu$. The leading solution is $s\simeq\sqrt{2\ln\mu}$. Near it $\ln Q$ changes by about $-s$ per unit of $s$, so $w$ rises from near zero to near one over a range of order $1/s$, which does not affect the leading term:
$$d_F\simeq a\sqrt{2\ln(V_0/kT)}\qquad(V_0/kT\to\infty).\tag{13}$$
This grows without limit. The approach is slow: $d_F$ divided by the right side of (13) is 0.925, 0.976 and 0.993 for $V_0/kT=10^6$, $10^{25}$ and $10^{100}$. At practical barriers $d_F$ must be integrated numerically.

| $V_0$ (eV) | $d$ (nm) | $d_F$ (nm) |
|---|---|---|
| 0.3 | 1.30 | 1.43 |
| 3 | 1.76 | 2.32 |
| 30 | 1.90 | 2.97 |
| 300 | 1.94 | 3.52 |

The true lengths in the first three rows come from diagonalization and agree with (12) within 0.002 nm; the last comes from (12) and serves to show the limit, not a real barrier. At 3 eV Feynman's layer is $2.315/1.758-1=32$ percent too thick. The error is still moderate at this height, since $d_F$ grows slowly with the barrier, as the table shows.

Both $d/a$ and $d_F/a$ depend on $V_0/kT$ alone. Without a field, another mass rescales the two lengths together and leaves the relative error of the abrupt step unchanged.

## 11. Why a wall defeats the average

Put a centroid at the distance $\lambda/4=2.17a$ from the step. The mean fraction of time that a path spends in the barrier is $Q(2.17)=0.0150$. Feynman's weight charges every path for that mean:
$$e^{-116.0\times0.0150}=e^{-1.74}\approx0.18 .$$
Among the sampled paths, however, a fraction 0.55 never enters the barrier. Each of these has $u=0$ and weight one, and the others cannot contribute less than zero. The true weight is thus at least 0.55, up to the sampling error, three times Feynman's value. If $V_0$ rises, the fraction that never enters stays the same, while Feynman's weight tends to zero. The time in the barrier belongs to a minority of paths, and the average spreads its cost over all of them.

Condition (7) shows the role of abruptness in terms of the potential. Suppose that a barrier rises smoothly over a width $s$ and that its curvature is of order $V_0/s^2$ already at its foot, where the electrons are. The condition then requires
$$s\gg a\sqrt{V_0/kT}=0.905\times\sqrt{116.0}\ \text{nm}\approx10\ \text{nm}.$$
A barrier with a gentler foot can meet the condition at a smaller width. If it starts as an exponential $e^{-z/s}$, then $V''=V/s^2$ with $V$ of order $kT$ where the electrons are, and $s\gg a$ is enough. An abrupt oxide interface meets neither requirement. Because of the factor $1/20$ in (6), the error sets in gradually: a foot $V=V_0z^2/2s^2$ gives $d_F-d$ of about 0.02 nm at $s=10$ nm, 0.08 nm at 5 nm and 0.23 nm at 2 nm. Grading the 3 eV step as $V_0Q(z/\sigma)$ with $\sigma=0.3$ nm lowers $d_F-d$ from 0.56 to 0.42 nm in the example, and from 0.32 to 0.17 nm for 0.916 electron masses. The error shrinks but does not go away.

## 12. The density at the wall

Shift the step by $\delta s$ into the barrier. This removes the energy $V_0$ from a strip of width $\delta s$, and (8) gives $\delta F=-V_0\,n(0)\,\delta s$. The channel is now longer by $\delta s$. If $d_{\rm tot}$ is the excluded length of both ends, $F=-kT\ln[(L-d_{\rm tot})/\lambda]$ gives $\delta F=-kT\,\delta s/(L-d_{\rm tot})$. The bulk density of one particle is $n_0=1/(L-d_{\rm tot})$, so
$$V_0\,n(0)=n_0kT\quad\Rightarrow\quad\frac{n(0)}{n_0}=\frac{kT}{V_0}\qquad(V_0\gg kT).\tag{14}$$
This is a balance of forces: the push of the step on the electrons equals their bulk pressure. The argument uses the free energy and its response to $V$. It therefore holds for Feynman's free energy as well, provided the density is the twice-smeared $n_F$ of (9). It does not hold for $w$, which at the wall is $e^{-V_0/2kT}$.

Densities relative to the bulk at $V_0=3$ eV are:

| $z$ (nm) | quantum | $w$ | $n_F$ |
|---|---|---|---|
| 0 | 0.0086 | $6\times10^{-26}$ | 0.0086 |
| 1 | 0.256 | $1.7\times10^{-7}$ | 0.090 |
| 2 | 0.629 | 0.208 | 0.376 |
| 3 | 0.877 | 0.948 | 0.758 |
| 4 | 0.973 | 0.999 | 0.956 |

At $z=0$ the quantum and twice-smeared values both equal $kT/V_0=0.0086$, as (14) requires. The centroid density is wrong there by more than twenty orders of magnitude. It is too low up to 2 nm and too high at 3 and 4 nm, so its edge is too steep.

The second smearing repairs the wall value and softens the edge, but $n_F$ is still too low at 1 to 4 nm. It cannot repair the total: smearing with a symmetric, normalized kernel moves density about without changing the excluded length, which stays at 2.32 nm. There are thus two separate faults. Reading $w$ as the carrier density is a fault of interpretation and can be corrected. The excess excluded length comes from Jensen's inequality and remains.

## 13. A wall with a confining field

In an inversion layer a field presses the electrons against the oxide. Take $V=V_0$ for $z<0$ and $V=e\mathcal E z$ for $z>0$, with $\mathcal E=50$ MV/m, so that $e\mathcal E=0.05$ eV/nm. With $x=z+at$ the ramp is smoothed to
$$e\mathcal E\int_{-z/a}^\infty(z+at)\,\varphi(t)\,dt=e\mathcal E\big[z\,(1-Q(z/a))+a\,\varphi(z/a)\big],$$
where $\int_s^\infty t\varphi\,dt=\varphi(s)$ was used. Adding the step gives
$$V_{\rm eff}=V_0Q(z/a)+e\mathcal E\big[z\,(1-Q(z/a))+a\,\varphi(z/a)\big].\tag{15}$$
In the derivative of the bracket the two terms $\pm(z/a)\varphi$ cancel and $1-Q$ remains. The minimum of $V_{\rm eff}$ therefore lies where $V_0\,\varphi(z/a)/a=e\mathcal E\,(1-Q)$. With $Q$ neglected, $\varphi(z/a)=0.05\times0.905/3=0.0151$, hence $z/a=2.56$ and $z\approx2.3$ nm.

The quantum problem has its lowest level at 0.149 eV, which was tested against the matching condition for Airy functions. The next level is 0.119 eV higher, or $4.6\,kT$, so its occupation relative to the lowest is $e^{-4.6}\approx0.01$. The layer is close to a single quantum state. The results are:

- mean distance from the wall: 1.93 nm quantum, 2.60 nm Feynman, an excess of 35 percent of the quantum value;
- free energy: 0.149 eV quantum, 0.180 eV Feynman, an excess of 31 meV or $1.2\,kT$.

The sign of the free-energy error is fixed by the bound. That of the distance is a result for this case, and its size depends on mass and field. At 50 MV/m the excess is 26 percent for 0.916 and 39 percent for 0.19 electron masses; for 0.3 it is 14 percent at 10 MV/m and 48 percent at 100 MV/m. In silicon a field of 50 MV/m that ends on the electrons means about $3\times10^{12}$ electrons per cm$^2$, so Boltzmann statistics and a fixed uniform field are only rough descriptions of such a layer. The second smearing does not help the distance, since it leaves the mean unchanged. The linear potential by itself is treated without error, so the discrepancy enters through the step and the change of slope at $z=0$.

## 14. What to use where

Where the potential bends gently, so that $\beta a^2|V''|\ll1$, the smoothed potential is a sound and cheap correction. Its centroid density should be smeared once more before it is used as a charge density.

At an abrupt oxide interface, with the width $a$ of (2), it should not set the position of the charge. Treating the width as a fitting parameter is a different method, which gives up the bound (1). Since $d_F$ is proportional to the width, $1.758/2.315=0.76\,a$ reproduces the excluded length of the 3 eV step without a field. The mean distance in the model of section 13 is then about 1, 10 and 20 percent too large at 10, 50 and 100 MV/m, so the fit degrades as the field rises. If levels across the channel can be afforded, they give the distance directly. If classical trajectories must be kept, a potential can be built from a quantum density instead. Near a hard wall without a field, (10) gives
$$V_{\rm q}(z)=-kT\ln\big(1-e^{-z^2/6a^2}\big),$$
whose Boltzmann factor is by construction the quantum equilibrium density. It is finite at every $z>0$ and excludes the length $\lambda/4$. For the 3 eV step of the example this is 0.21 nm too much, because a hard wall allows no penetration. With a strong field the density must come from the levels in that field. Simply adding $e\mathcal Ez$ to $V_{\rm q}$ gives a mean distance 2 percent too small at 10 MV/m, but 1.35 nm instead of 1.93 nm, 30 percent too small, at the 50 MV/m of section 13.

All of this concerns equilibrium. The length $a$ contains the temperature of the carriers, and for carriers heated by a field along the channel, whose distribution need not be thermal, neither $V_{\rm eff}$ nor $V_{\rm q}$ is justified by the derivation given here. The figures for the main example are in the numerical output below.

## Computed results

```
mass: 0.3 electron masses; temperature: 300 K
wall height V0: 3.0 eV; field: 50 MV/m
kT: 0.02585 eV; V0/kT: 116.0
smoothing length a: 0.9049 nm; a^2: 0.8188 nm^2
thermal wavelength: 7.857 nm
hard-wall excluded length lambda/4: 1.9643 nm = 2.171 a
path variance, centroid fixed: 0.0833 hbar^2/(m kT)
path variance, start fixed: 0.1667 hbar^2/(m kT)
quartic, error ratio on halving hbar, variance a^2: 15.73
quartic, same ratio, variance 2a^2: 4.04
quartic, ln(Z/Z_F) at hbar=0.15: 6.291e-06, predicted 6.280e-06
excluded length in nm: V0, diagonalization, phase-shift formula, Feynman
  0.3 eV: 1.298, 1.300, 1.434
  3.0 eV: 1.758, 1.758, 2.315
  30.0 eV: 1.899, 1.899, 2.971
  300.0 eV: not run, 1.944, 3.518
Feynman length / [a sqrt(2 ln(V0/kT))] at V0/kT = 1e6, 1e25, 1e100: 0.925, 0.976, 0.993
density/bulk at V0 = 3 eV: z, quantum, exp(-V_eff/kT), smeared again
  0 nm: 0.0086, 6.326e-26, 0.0086
  1 nm: 0.2563, 1.656e-07, 0.0895
  2 nm: 0.6286, 2.077e-01, 0.3762
  3 nm: 0.8765, 9.483e-01, 0.7584
  4 nm: 0.9727, 9.994e-01, 0.9556
force-balance density at wall kT/V0: 0.00862
V_eff at the wall, no field: 1.50 eV
sampled mean depth of path minimum below centroid: 1.96 nm
centroid at lambda/4 from the wall:
  mean fraction of path time inside wall: 0.0150
  Feynman weight at V0 = 3 eV: 0.176
  sampled fraction of paths that never enter: 0.55
field case, lowest level: 0.1491 eV (Airy 0.1491 eV)
field case, spacing to second level: 0.1193 eV
field case, mean distance, quantum: 1.934 nm
field case, mean distance, Feynman: 2.603 nm
field case, excess distance: 34.5 percent
field case, free energy, quantum: 0.1489 eV
field case, free energy, Feynman: 0.1800 eV
field case, free-energy excess: 31.1 meV
```
